# Sequential biorthogonalization in PAW as an LU factorization: test program

```python
# Result under test: sequential biorthogonalization of PAW projectors p_i and
# smooth partial waves phi~_i is the LU factorization B = Lambda U of
# B_ij = <p_i|phi~_j>, and gives the same operator
#   T = 1 + sum_ij (|phi_i> - |phi~_i>) (B^-1)_ij <p_j|
# as direct inversion, if all leading principal minors of B are nonzero.
# Symbols: phi_i all-electron waves; Lambda lower triangular with the pivots
# d_i on its diagonal; U unit upper triangular; chi~_i, chi_i the new waves.
# Example: hydrogen s channel, radial functions u = r R, Hartree atomic units.
# Each row of a function array holds one function on the quadrature grid.
import numpy as np
import mpmath as mp
from scipy.special import j1


def inner(f, g, weights):
    """Matrix of <f_i|g_j>, antilinear in f."""
    return (np.conj(f) * weights) @ g.T


def sequential(proj, smooth, full, weights):
    """Biorthogonalize one function pair at a time, using inner products only."""
    n = len(proj)
    dtype = np.result_type(proj, smooth, full, float)
    new_p, new_s, new_f = (np.zeros(proj.shape, dtype) for _ in range(3))
    lower, upper = np.zeros((n, n), dtype), np.eye(n, dtype=dtype)
    for i in range(n):
        q = proj[i].astype(dtype)
        s = smooth[i].astype(dtype)
        a = full[i].astype(dtype)
        for j in range(i):
            lower[i, j] = np.sum(weights * np.conj(proj[i]) * new_s[j])
            upper[j, i] = np.sum(weights * np.conj(new_p[j]) * smooth[i])
            q = q - np.conj(lower[i, j]) * new_p[j]
            s = s - upper[j, i] * new_s[j]
            a = a - upper[j, i] * new_f[j]
        lower[i, i] = np.sum(weights * np.conj(q) * s)
        new_p[i], new_s[i], new_f[i] = q / np.conj(lower[i, i]), s, a
    return new_p, new_s, new_f, lower, upper


def direct_duals(proj, smooth, weights):
    inverse = np.linalg.inv(inner(proj, smooth, weights))
    return np.conj(inverse) @ proj


def kernel(proj, smooth, full):
    """Kernel of T - 1: sum_i (phi_i - phi~_i)(r) conj(p_i(r'))."""
    return (full - smooth).T @ np.conj(proj)


def apply_T(kern, f, weights):
    return f + kern @ (weights * f)


def rel_diff(a, b):
    return np.max(np.abs(a - b)) / np.max(np.abs(b))


def factors_from_minors(B):
    """Triangular factors from ratios of determinants, without elimination."""
    n = len(B)
    lead = [1.0] + [np.linalg.det(B[:m, :m]) for m in range(1, n + 1)]
    lower, upper = np.zeros((n, n)), np.zeros((n, n))
    for i in range(n):
        for j in range(n):
            m = min(i, j)
            head = list(range(m))
            minor = np.linalg.det(B[np.ix_(head + [i], head + [j])])
            if i >= j:
                lower[i, j] = minor / lead[m]
            if i <= j:
                upper[i, j] = minor / lead[m + 1]
    return lower, upper, np.array(lead[1:])


# ---- all-electron and smooth partial waves of the hydrogen s channel ----
r_c = 1.5
energies = [-0.5, 0.0, 1.0]
nodes, node_weights = np.polynomial.legendre.leggauss(61)
r = 0.5 * r_c * (nodes + 1)
w = 0.5 * r_c * node_weights
mid = 30                                   # central node, r = r_c / 2


def coulomb_series(energy, terms=45):
    """Power series of the regular solution of u'' = (-2/r - 2E) u, u'(0)=1."""
    a = np.zeros(terms)
    a[1] = 1.0
    for k in range(1, terms - 1):
        a[k + 1] = (-2 * a[k] - 2 * energy * a[k - 1]) / (k * (k + 1))
    return np.polynomial.Polynomial(a)


waves = [coulomb_series(e) for e in energies]
phi = np.array([u(r) for u in waves])
assert np.allclose(phi[0], r * np.exp(-r), atol=1e-12)
assert np.allclose(phi[1], np.sqrt(r / 2) * j1(2 * np.sqrt(2 * r)), atol=1e-12)
kappa = mp.sqrt(-2 * mp.mpf(energies[2]))
closed = r_c * mp.exp(-kappa * r_c) * mp.hyp1f1(1 - 1 / kappa, 2, 2 * kappa * r_c)
assert abs(complex(closed) - waves[2](r_c)) < 1e-11

powers = [1, 3, 5]
match = np.array([[r_c**m for m in powers],
                  [m * r_c**(m - 1) for m in powers],
                  [m * (m - 1) * r_c**(m - 2) for m in powers]])
coef = np.array([np.linalg.solve(match, [u(r_c), u.deriv()(r_c), u.deriv(2)(r_c)])
                 for u in waves])
phit = coef @ np.array([r**m for m in powers])

x = r / r_c
shape = (1 - x**2)**2
p = np.array([shape * x**m for m in powers])
B = inner(p, phit, w)

# ---- sequential route against minors and against direct inversion ----
pt, chit, chi, Lam, U = sequential(p, phit, phi, w)
Lam_minor, U_minor, minors = factors_from_minors(B)
pivots = np.diag(Lam)
assert np.allclose(inner(pt, chit, w), np.eye(3), atol=1e-8)
assert rel_diff(Lam, Lam_minor) < 1e-8 and rel_diff(U, U_minor) < 1e-8
assert np.allclose(pivots, minors / np.r_[1.0, minors[:-1]], rtol=1e-7)
assert rel_diff(Lam @ U, B) < 1e-10

ph = direct_duals(p, phit, w)
K_seq, K_dir = kernel(pt, chit, chi), kernel(ph, phit, phi)
kernel_diff = rel_diff(K_seq, K_dir)
assert kernel_diff < 1e-8
for i in range(3):                         # defining property T phi~_i = phi_i
    assert np.allclose(apply_T(K_seq, phit[i], w), phi[i], atol=1e-8)
f = r * np.exp(-x**2)
unseen = f - np.linalg.solve(inner(p, p, w), inner(p, f[None, :], w))[:, 0] @ p
assert np.max(np.abs(unseen)) > 1e-5
assert np.allclose(apply_T(K_seq, unseen, w), unseen, atol=1e-8)

# the two projector sets differ, except for the last member
assert rel_diff(np.linalg.solve(U, pt), ph) < 1e-8
assert rel_diff(pt[2], ph[2]) < 1e-8
assert rel_diff(pt[0], ph[0]) > 1e-2

# ---- all-electron waves left untransformed: a wrong operator ----
K_wrong = kernel(pt, chit, phi)
wrong_error = apply_T(K_wrong, phit[1], w) - phi[1]
assert np.allclose(wrong_error, U[0, 1] * phi[0], atol=1e-8)
assert np.max(np.abs(wrong_error)) > 1e-2

# ---- another order: other functions, same operator ----
order = [1, 0, 2]
pt2, chit2, chi2, _, _ = sequential(p, phit[order], phi[order], w)
assert rel_diff(kernel(pt2, chit2, chi2), K_dir) < 1e-8
assert rel_diff(pt2[1], pt[1]) > 1e-2

# ---- vanishing first pivot with an invertible matrix ----
p_bad = p.copy()
mix = B[0, 0] / B[1, 0]
p_bad[0] = p[0] - mix * p[1]
B_bad = inner(p_bad, phit, w)
assert abs(B_bad[0, 0]) < 1e-13 * np.max(np.abs(B)) * 100
assert np.linalg.cond(B_bad) < 1e8
assert rel_diff(kernel(direct_duals(p_bad, phit, w), phit, phi), K_dir) < 1e-8
pt3, chit3, chi3, Lam3, _ = sequential(p_bad, phit[order], phi[order], w)
assert rel_diff(kernel(pt3, chit3, chi3), K_dir) < 1e-8

# ---- projectors shape * phi~_i: positive pivots, weighted Gram-Schmidt ----
p_w = shape * phit
B_w = inner(p_w, phit, w)
pt_w, chit_w, chi_w, Lam_w, U_w = sequential(p_w, phit, phi, w)
d_w = np.diag(Lam_w)
assert np.all(d_w > 0)
assert rel_diff(Lam_w / np.sqrt(d_w), np.linalg.cholesky(B_w)) < 1e-7
assert rel_diff(U_w, (Lam_w / d_w).T) < 1e-7
norms = np.sqrt(d_w)
gram = inner(chit_w, chit_w, w * shape) / np.outer(norms, norms)
assert np.allclose(gram, np.eye(3), atol=1e-6)
K_w = kernel(direct_duals(p_w, phit, w), phit, phi)
assert rel_diff(kernel(pt_w, chit_w, chi_w), K_w) < 1e-6

# ---- complex vectors: conjugations in the recursion ----
rng = np.random.default_rng(7)
cp, cs, ca = (rng.normal(size=(4, 12)) + 1j * rng.normal(size=(4, 12))
              for _ in range(3))
one = np.ones(12)
c_pt, c_s, c_a, c_L, c_U = sequential(cp, cs, ca, one)
assert rel_diff(c_L @ c_U, inner(cp, cs, one)) < 1e-9
assert rel_diff(kernel(c_pt, c_s, c_a),
                kernel(direct_duals(cp, cs, one), cs, ca)) < 1e-8

# ---- worked numbers ----
raw_f = inner(p, f[None, :], w)[:, 0]
seq_f = inner(pt, f[None, :], w)[:, 0]
dir_f = inner(ph, f[None, :], w)[:, 0]
Tf_seq = f[mid] + (chi - chit)[:, mid] @ seq_f
Tf_dir = f[mid] + (phi - phit)[:, mid] @ dir_f
assert abs(Tf_seq - Tf_dir) < 1e-9
assert abs(Tf_seq - apply_T(K_dir, f, w)[mid]) < 1e-9


def show(label, values, unit):
    text = "  ".join(f"{v:.7g}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}")


show("matching radius r_c", r_c, "bohr")
show("energies", energies, "hartree")
for i in range(3):
    show(f"phi~_{i+1} coefficients of r, r^3, r^5", coef[i], "(atomic units)")
for i in range(3):
    show(f"B row {i+1}", B[i], "bohr^2")
show("leading minors 1,2,3", minors, "(bohr^2, bohr^4, bohr^6)")
show("pivots d_1,d_2,d_3", pivots, "bohr^2")
for i in range(3):
    show(f"Lambda row {i+1}", Lam[i], "bohr^2")
for i in range(3):
    show(f"U row {i+1}", U[i], "(dimensionless)")
for i in range(3):
    show(f"inverse of B row {i+1}", np.linalg.inv(B)[i], "bohr^-2")
show("evaluation point r", r[mid], "bohr")
show("f at r", f[mid], "bohr")
show("raw overlaps <p_i|f>", raw_f, "bohr^2")
show("sequential <p~_i|f>", seq_f, "(dimensionless)")
show("direct <p^_i|f>", dir_f, "(dimensionless)")
show("chi_i - chi~_i at r", (chi - chit)[:, mid], "bohr")
show("phi_i - phi~_i at r", (phi - phit)[:, mid], "bohr")
show("Tf at r, sequential", Tf_seq, "bohr")
show("Tf at r, direct", Tf_dir, "bohr")
print(f"largest relative kernel difference: {kernel_diff:.1e} (dimensionless)")
show("untransformed phi: error of T'phi~_2 at r", wrong_error[mid], "bohr")
show("phi_1 at r", phi[0, mid], "bohr")
show("zero-pivot case: mixing B_11/B_21", mix, "(dimensionless)")
print(f"zero-pivot case: first pivot {B_bad[0, 0]:.1e} bohr^2")
show("zero-pivot case: det B", np.linalg.det(B_bad), "bohr^6")
show("zero-pivot case: pivots after reordering", np.diag(Lam3), "bohr^2")
show("weighted choice: pivots", d_w, "bohr^3")
print("finished without a failed check")
```

Output:

```
matching radius r_c: 1.5 bohr
energies: -0.5  0  1 hartree
phi~_1 coefficients of r, r^3, r^5: 0.49507  -0.1673476  0.0206602 (atomic units)
phi~_2 coefficients of r, r^3, r^5: 0.4600648  -0.2278484  0.02777229 (atomic units)
phi~_3 coefficients of r, r^3, r^5: 0.3591331  -0.2972674  0.04551111 (atomic units)
B row 1: 0.06606971  0.05322533  0.02933 bohr^2
B row 2: 0.01997249  0.01493999  0.006371499 bohr^2
B row 3: 0.008470476  0.005959517  0.00190699 bohr^2
leading minors 1,2,3: 0.06606971  -7.596124e-05  -1.676913e-09 (bohr^2, bohr^4, bohr^6)
pivots d_1,d_2,d_3: 0.06606971  -0.001149714  2.20759e-05 bohr^2
Lambda row 1: 0.06606971  0  0 bohr^2
Lambda row 2: 0.01997249  -0.001149714  0 bohr^2
Lambda row 3: 0.008470476  -0.0008642437  2.20759e-05 bohr^2
U row 1: 1  0.8055935  0.443925 (dimensionless)
U row 2: 0  1  2.169922 (dimensionless)
U row 3: 0  0  1 (dimensionless)
inverse of B row 1: 5653.62  -43706.75  59075.74 bohr^-2
inverse of B row 2: -9471.143  73017.94  -98293.71 bohr^-2
inverse of B row 3: 4485.908  -34050.86  45298.26 bohr^-2
evaluation point r: 0.75 bohr
f at r: 0.5841006 bohr
raw overlaps <p_i|f>: 0.1252508  0.03696185  0.01541398 bohr^2
sequential <p~_i|f>: 1.895737  0.7834469  1.507159 (dimensionless)
direct <p^_i|f>: 3.230159  -2.486971  1.507159 (dimensionless)
chi_i - chi~_i at r: 0.0486694  0.01707831  0.0212923 bohr
phi_i - phi~_i at r: 0.0486694  0.05628607  0.07995648 bohr
Tf at r, sequential: 0.7218358 bohr
Tf at r, direct: 0.7218358 bohr
largest relative kernel difference: 1.2e-13 (dimensionless)
untransformed phi: error of T'phi~_2 at r: 0.2854016 bohr
phi_1 at r: 0.3542749 bohr
zero-pivot case: mixing B_11/B_21: 3.308036 (dimensionless)
zero-pivot case: first pivot 5.2e-18 bohr^2
zero-pivot case: det B: -1.676913e-09 bohr^6
zero-pivot case: pivots after reordering: 0.003803294  0.01997249  2.20759e-05 bohr^2
weighted choice: pivots: 0.03911219  0.0002812155  2.031666e-06 bohr^3
finished without a failed check
```
